# Spectral Quadrature: Local Densities of States from Lanczos on a Grid: verification in Python

```python
"""Spectral quadrature on a grid.
Result under test: n Lanczos steps from the unit vector of grid point i give
the n-point Gauss rule (nodes theta, weights w) of the local density of states
sum_k |psi_k(i)|^2 delta(e - e_k), exact through polynomial degree 2n-1, and
the rule depends only on H among points within n-1 stencil hops of i.
Symbols: H grid Hamiltonian, h spacing, r stencil half-width (here 2),
alpha/beta Lanczos coefficients, mu chemical potential, kT temperature,
rho Bernstein-ellipse parameter. Hartree atomic units.
"""
import numpy as np
import scipy.sparse as sp
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import expit

HALF_WIDTH = 2


def stencil(h):
    """Fourth-order -1/2 d2/dx2: diagonal, first and second neighbour."""
    return np.array([5 / 4, -2 / 3, 1 / 24]) / h**2


def ring_hamiltonian(potential, h):
    t = stencil(h)
    eye = np.eye(len(potential))
    H = np.diag(potential) + t[0] * eye
    for d in (1, 2):
        H += t[d] * (np.roll(eye, d, axis=0) + np.roll(eye, -d, axis=0))
    return H


def lanczos(H, start, steps):
    """Independent Lanczos runs, one per column of start."""
    q, q_old = start.copy(), np.zeros_like(start)
    b = np.zeros(start.shape[1])
    alphas, betas = [], []
    for _ in range(steps):
        v = H @ q
        a = np.sum(q * v, axis=0)
        v = v - a * q - b * q_old
        b = np.linalg.norm(v, axis=0)
        alphas.append(a)
        betas.append(b)
        q_old, q = q, v / np.maximum(b, 1e-300)
    return np.array(alphas).T, np.array(betas).T


def gauss_rules(alphas, betas, n):
    """Nodes and weights for every run, from the leading n by n matrices."""
    T = np.zeros((len(alphas), n, n))
    k = np.arange(n)
    T[:, k, k] = alphas[:, :n]
    T[:, k[:-1], k[1:]] = betas[:, :n - 1]
    T[:, k[1:], k[:-1]] = betas[:, :n - 1]
    nodes, vectors = np.linalg.eigh(T)
    return nodes, vectors[:, 0, :]**2


def model_potential(x):
    return -0.6 * np.cos(2 * np.pi * x / 5) + 0.2 * np.sin(2 * np.pi * x / 20)


def ellipse_limit(mu, kT, e_min, e_max):
    """Largest ellipse free of Fermi poles, spectrum mapped to [-1, 1]."""
    centre, half = (e_max + e_min) / 2, (e_max - e_min) / 2
    z = (mu + 1j * np.pi * kT - centre) / half
    return abs(z + np.sqrt(z - 1) * np.sqrt(z + 1))


# ---------------------------------------------------------------- the model
N, h, kT, electrons = 200, 0.5, 0.1, 40
x = h * np.arange(N)
V = model_potential(x)
H = ring_hamiltonian(V, h)
energies, states = np.linalg.eigh(H)
local_weights = states**2
mu = brentq(lambda m: 2 * expit((m - energies) / kT).sum() - electrons,
            -5, 15, xtol=1e-13)
occupation = local_weights @ expit((mu - energies) / kT)
hartree_ev = physical_constants["Hartree energy in eV"][0]
t = stencil(h)
print(f"points {N}, spacing {h} bohr, kT {kT} Ha, electrons {electrons}")
print(f"stencil t0,t1,t2: {t[0]:.6f} {t[1]:.6f} {t[2]:.6f} Ha")
print(f"spectrum from {energies[0]:.6f} to {energies[-1]:.6f} Ha")
print(f"mu by diagonalization: {mu:.8f} Ha = {mu * hartree_ev:.5f} eV")

# -------------------------------------- six-node rule at one point, in full
n_max, n6, i0 = 40, 6, 101
A, B = lanczos(H, np.eye(N), n_max)
nodes, weights = gauss_rules(A, B, n6)
nodes, weights = nodes[i0], weights[i0]
assert abs(B[i0, 0] - np.sqrt(2 * (t[1]**2 + t[2]**2))) < 1e-12
print(f"example point x = {x[i0]} bohr, V = {V[i0]:.6f} Ha")
print("alpha 1-6 (Ha):", " ".join(f"{a:.5f}" for a in A[i0, :n6]))
print("beta 1-6 (Ha):", " ".join(f"{b:.5f}" for b in B[i0, :n6]))

# moments about the middle of the spectrum, scale one hartree
centre = (energies[0] + energies[-1]) / 2
half = (energies[-1] - energies[0]) / 2
for k in range(2 * n6):
    true_moment = local_weights[i0] @ (energies - centre)**k
    rule_moment = weights @ (nodes - centre)**k
    assert abs(true_moment - rule_moment) < 1e-11 * max(1, half**k)
defect = (local_weights[i0] @ (energies - centre)**(2 * n6)
          - weights @ (nodes - centre)**(2 * n6))
beta_product = np.prod(B[i0, :n6]**2)
assert abs(defect / beta_product - 1) < 1e-7
print(f"degree-12 moment defect: {defect:.6e} Ha^12")
print(f"product of beta^2:       {beta_product:.6e} Ha^12")

print("node (Ha), weight, sum below, true LDOS below node, sum incl.")
for m in range(n6):
    below, including = weights[:m].sum(), weights[:m + 1].sum()
    true_below = local_weights[i0, energies < nodes[m]].sum()
    true_incl = local_weights[i0, energies <= nodes[m]].sum()
    assert below - 1e-11 <= true_below <= true_incl <= including + 1e-11
    print(f"{nodes[m]:10.6f} {weights[m]:.6f} {below:.6f} "
          f"{true_below:.6f} {including:.6f}")

# ------------------------------------------------- sharp radius of the rule
n3 = 3
reach = (n3 - 1) * HALF_WIDTH
window = np.arange(i0 - reach, i0 + reach + 1)
unit = np.zeros((len(window), 1))
unit[reach] = 1
a_cut, b_cut = lanczos(H[np.ix_(window, window)], unit, n3)
assert np.allclose(a_cut[0], A[i0, :n3], atol=1e-12, rtol=0)
assert np.allclose(b_cut[0, :n3 - 1], B[i0, :n3 - 1], atol=1e-12, rtol=0)
assert abs(b_cut[0, n3 - 1] - B[i0, n3 - 1]) > 1e-9  # one hop further
delta = 1.0
H_edge = H.copy()
H_edge[i0 + reach, i0 + reach] += delta
a_edge, _ = lanczos(H_edge, np.eye(N)[:, [i0]], n3)
shift = a_edge[0, n3 - 1] - A[i0, n3 - 1]
shift_formula = delta * (t[2]**(n3 - 1) / np.prod(B[i0, :n3 - 1]))**2
assert abs(shift / shift_formula - 1) < 1e-6
print(f"n=3, V raised {delta} Ha at {reach} points distance:")
print(f"  alpha_3 shift {shift:.6e} Ha, formula {shift_formula:.6e} Ha")

# a distant change is invisible to the short rule, not to the true density
reach6 = (n6 - 1) * HALF_WIDTH
far = np.abs(np.arange(N) - i0) > reach6
H_far = H + np.diag(1.0 * far)
a_far, b_far = lanczos(H_far, np.eye(N)[:, [i0]], n6)
nodes_far, weights_far = gauss_rules(a_far, b_far, n6)
rule_density = 2 / h * weights @ expit((mu - nodes) / kT)
rule_far = 2 / h * weights_far[0] @ expit((mu - nodes_far[0]) / kT)
e_far, s_far = np.linalg.eigh(H_far)
true_far = 2 / h * s_far[i0]**2 @ expit((mu - e_far) / kT)
true_density = 2 / h * occupation[i0]
assert abs(rule_far - rule_density) < 1e-11
assert abs(true_far - true_density) > 1e-7
print(f"density at point: true {true_density:.6f}, "
      f"n=6 rule {rule_density:.6f} /bohr")
print(f"V raised 1 Ha beyond {reach6 * h} bohr, mu fixed:")
print(f"  true density change {true_far - true_density:.3e} /bohr")
print(f"  n=6 rule change below 1e-11 /bohr: "
      f"{abs(rule_far - rule_density) < 1e-11}")

# --------------------------------- breakdown: free ring of twelve points
ring = ring_hamiltonian(np.zeros(12), h)
a_ring, b_ring = lanczos(ring, np.eye(12)[:, [0]], 7)
ring_nodes, ring_weights = gauss_rules(a_ring, b_ring, 7)
phase = 2 * np.pi * np.arange(7) / 12
kinetic = t[0] + 2 * t[1] * np.cos(phase) + 2 * t[2] * np.cos(2 * phase)
assert b_ring[0, 6] < 1e-9
assert np.allclose(ring_nodes[0], kinetic, atol=1e-9)
assert np.allclose(ring_weights[0], np.array([1, 2, 2, 2, 2, 2, 1]) / 12,
                   atol=1e-9)
print(f"free 12-ring: beta_6 {b_ring[0, 5]:.5f} Ha, "
      f"beta_7 zero to 1e-9: {b_ring[0, 6] < 1e-9}")

# ------------------------------------------ convergence and rigorous bound
rho_star = ellipse_limit(mu, kT, energies[0], energies[-1])
cheb = np.polynomial.chebyshev.chebinterpolate(
    lambda y: expit((mu - centre - half * y) / kT), 1000)
# for one conjugate pole pair this determinant decays as rho_star^(-2k)


def pair_determinant(k):
    return cheb[k + 1] * cheb[k - 1] - cheb[k]**2


rho_seen = (pair_determinant(100) / pair_determinant(101))**0.5
assert abs(rho_seen - rho_star) < 1e-4
print(f"rho*: from pole {rho_star:.6f}, from Chebyshev series {rho_seen:.6f}")

angle = np.linspace(0, 2 * np.pi, 20001)
ellipses = []
for fraction in np.linspace(0.1, 0.9, 33):
    rho = 1 + fraction * (rho_star - 1)
    u = rho * np.exp(1j * angle)
    z = centre + half * (u + 1 / u) / 2
    ellipses.append((rho, np.abs(1 / (1 + np.exp((z - mu) / kT))).max()))

print("n, radius (bohr), max density error, bound (1/bohr)")
errors = {}
for n in (5, 10, 20, 30, 40):
    th, w = gauss_rules(A, B, n)
    error = np.abs((w * expit((mu - th) / kT)).sum(axis=1) - occupation).max()
    bound = min(4 * M * rho**(1 - 2 * n) / (rho - 1) for rho, M in ellipses)
    assert error <= bound
    errors[n] = error
    print(f"{n:3d} {(n - 1) * HALF_WIDTH * h:5.1f} "
          f"{2 / h * error:.3e} {2 / h * bound:.3e}")
assert errors[40] < 0.01 * errors[5]
print(f"error ratio n=40 to n=20: {errors[40] / errors[20]:.3e}")
print(f"rho*^(-40):               {rho_star**-40:.3e}")

# chemical potential and band energy from the stored nodes and weights
th, w = gauss_rules(A, B, n_max)
mu_rule = brentq(lambda m: 2 * (w * expit((m - th) / kT)).sum() - electrons,
                 -5, 15, xtol=1e-13)
band_rule = 2 * (w * th * expit((mu_rule - th) / kT)).sum()
band_true = 2 * (energies * expit((mu - energies) / kT)).sum()
assert abs(mu_rule - mu) < 5e-3
assert abs(band_rule - band_true) / electrons < 1e-3
print(f"n=40 rule: mu {mu_rule:.8f} Ha, error {mu_rule - mu:.2e} Ha")
print(f"band energy: rule {band_rule:.7f}, true {band_true:.7f} Ha")

# plain recurrence against full reorthogonalization at the example point
basis = [np.eye(N)[i0]]
a_re, b_re = [], []
for k in range(n_max):
    v = H @ basis[-1]
    a_re.append(basis[-1] @ v)
    Q = np.array(basis)
    for _ in range(2):
        v = v - Q.T @ (Q @ v)
    b_re.append(np.linalg.norm(v))
    basis.append(v / b_re[-1])
th_re, w_re = gauss_rules(np.array([a_re]), np.array([b_re]), n_max)
density_re = 2 / h * w_re[0] @ expit((mu - th_re[0]) / kT)
density_plain = 2 / h * w[i0] @ expit((mu - th[i0]) / kT)
assert abs(density_re - density_plain) < 1e-9
print(f"reorthogonalization alters n=40 density by less than 1e-9 /bohr: "
      f"{abs(density_re - density_plain) < 1e-9}")

# ------------------------------------------- radius under grid refinement
kappas = []
print("h (bohr), rho*, decay constant kappa, its fine-grid formula (1/bohr)")
for refine in (1, 2, 4):
    hf = h / refine
    ef = np.linalg.eigvalsh(
        ring_hamiltonian(model_potential(hf * np.arange(N * refine)), hf))
    rho_f = ellipse_limit(mu, kT, ef[0], ef[-1])
    kappa = 2 * np.log(rho_f) / (HALF_WIDTH * hf)
    limit = np.sqrt(1.5) * np.sqrt(mu - ef[0] + 1j * np.pi * kT).imag
    kappas.append(abs(kappa / limit - 1))
    print(f"{hf:.3f} {rho_f:.6f} {kappa:.6f} {limit:.6f}")
assert kappas[2] < 0.02 and kappas[2] < kappas[1] < kappas[0]

# ------------------------------------------------------ hop rule in 3D
side, n4 = 17, 4
line = sp.diags([t[2], t[1], t[0], t[1], t[2]], [-2, -1, 0, 1, 2],
                shape=(side, side))
one = sp.identity(side)
K3 = (sp.kron(sp.kron(line, one), one) + sp.kron(sp.kron(one, line), one)
      + sp.kron(sp.kron(one, one), line)).tocsr()
rng = np.random.default_rng(3)
V3 = rng.uniform(-1, 1, side**3)
start3 = np.zeros((side**3, 1))
start3[side**3 // 2] = 1
reached = start3[:, 0] > 0
pattern = abs(K3)
for _ in range(n4 - 1):
    reached = reached | (pattern @ reached.astype(float) > 0)
V3_far = V3 + 10 * rng.uniform(0, 1, side**3) * ~reached
a3, b3 = lanczos(K3 + sp.diags(V3), start3, n4)
inside = np.flatnonzero(reached)
cut3 = (K3 + sp.diags(V3_far)).tocsr()[inside][:, inside]
a3_cut, b3_cut = lanczos(cut3, start3[inside], n4)
a3_far, b3_far = lanczos(K3 + sp.diags(V3_far), start3, n4)
for a_test, b_test in ((a3_cut, b3_cut), (a3_far, b3_far)):
    assert np.allclose(a_test, a3, atol=1e-10, rtol=0)
    assert np.allclose(b_test[:, :-1], b3[:, :-1], atol=1e-10, rtol=0)
cube = (2 * (n4 - 1) * HALF_WIDTH + 1)**3
print(f"3D, n=4: points within 3 hops {reached.sum()}, "
      f"enclosing cube {cube}, grid {side**3}")

print("no test failed")
```

Output:

```
points 200, spacing 0.5 bohr, kT 0.1 Ha, electrons 40
stencil t0,t1,t2: 5.000000 -2.666667 0.166667 Ha
spectrum from -0.364966 to 10.916993 Ha
mu by diagonalization: 0.18032658 Ha = 4.90694 eV
example point x = 50.5 bohr, V = -0.516697 Ha
alpha 1-6 (Ha): 4.48330 5.07540 5.15779 5.43687 5.61138 5.62548
beta 1-6 (Ha): 3.77859 2.67738 2.73511 2.77450 2.75402 2.67307
degree-12 moment defect: 3.194161e+05 Ha^12
product of beta^2:       3.194161e+05 Ha^12
node (Ha), weight, sum below, true LDOS below node, sum incl.
 -0.144452 0.240046 0.000000 0.216473 0.240046
  1.445266 0.160492 0.240046 0.317446 0.400538
  3.860793 0.166061 0.400538 0.488242 0.566600
  6.681041 0.167183 0.566600 0.646720 0.733782
  9.114528 0.189243 0.733782 0.825232 0.923025
 10.433035 0.076975 0.923025 0.967440 1.000000
n=3, V raised 1.0 Ha at 4 points distance:
  alpha_3 shift 7.538985e-06 Ha, formula 7.538985e-06 Ha
density at point: true 0.848218, n=6 rule 0.924269 /bohr
V raised 1 Ha beyond 5.0 bohr, mu fixed:
  true density change 8.946e-04 /bohr
  n=6 rule change below 1e-11 /bohr: True
free 12-ring: beta_6 2.78904 Ha, beta_7 zero to 1e-9: True
rho*: from pole 1.133440, from Chebyshev series 1.133440
n, radius (bohr), max density error, bound (1/bohr)
  5   4.0 3.153e-01 8.903e+01
 10   9.0 1.849e-02 3.496e+01
 20  19.0 3.558e-04 4.568e+00
 30  29.0 2.264e-05 5.194e-01
 40  39.0 1.678e-08 5.474e-02
error ratio n=40 to n=20: 4.718e-05
rho*^(-40):               6.669e-03
n=40 rule: mu 0.18032657 Ha, error -1.74e-08 Ha
band energy: rule -5.9375910, true -5.9375923 Ha
reorthogonalization alters n=40 density by less than 1e-9 /bohr: True
h (bohr), rho*, decay constant kappa, its fine-grid formula (1/bohr)
0.500 1.133440 0.250515 0.251035
0.250 1.064759 0.250992 0.251104
0.125 1.031883 0.251082 0.251108
3D, n=4: points within 3 hops 245, enclosing cube 2197, grid 4913
no test failed
```
